Junction Temperature When Thermal Conductivity Falls as One over Temperature, part 1

(Sections cited here and not found follow in the second part.)

## First half: the law and its derivation

### The decision that hangs on it

A thermal calculation for a power transistor is simple if the conductivity is constant. The temperature rise is then proportional to the dissipated power, and one solution serves for every power. Near room temperature and above, however, wide-gap crystals conduct heat less well as they warm, and the proportional result is then too low. One must decide whether to solve a nonlinear heat equation afresh for each power and each base temperature, or to keep the single linear solution and correct its output.

If the conductivity is inversely proportional to temperature throughout the heat path, and the heat leaves through a sink at a fixed temperature T0, the linear solution is enough. Let R0 be the thermal resistance computed with the conductivity held at its value at T0. The junction temperature at dissipated power P is then

Tj = T0 exp(P R0/T0).

For the transistor treated in the second half, this turns a linear rise of 122 K into a rise of 150 K.

### Assumptions and conventions

Temperatures are absolute. The solid has the conductivity

k(r,T) = k0(r) T0/T,   (1)

where k0(r) is the conductivity at position r when the temperature there is T0. It may vary from place to place. It may also be a symmetric, positive definite tensor, as in a crystal that conducts differently along different axes. The factor T0/T must be the same everywhere.

Equation (1) is an input to the calculation. Its motive is phonon-phonon scattering: at high temperature the number of phonons in a mode of frequency ω approaches k_B T/(ħω), so the scattering rate grows roughly in proportion to T while the heat capacity is nearly constant. Gallium nitride between 300 and 450 K, the case of the second half, has not fully reached this limit: its heat capacity still rises, and its higher phonon modes fill faster than in proportion to T. Equation (1) is therefore only an approximate description there, and the second half estimates what a different exponent does.

The state is steady. Heat is released at the rate P g(r) per unit volume, where the shape g is not negative and integrates to one over the solid:

∫ g dV = 1.

The shape is held fixed when P changes. P is the power turned into heat in the device, which is the electrical input less whatever leaves as a signal or as light.

The surface has two parts. One part is the sink, held at T0. The other part is adiabatic: no heat crosses it. The solid is connected, so that every point is joined to the sink through conducting material. The junction is any one chosen point, for example the centre of the heated region.

### The Kirchhoff transformation

The heat flux is −k grad T. In a steady state the heat leaving a small volume equals the heat released in it, so div(−k grad T) = P g, or

div(k0 (T0/T) grad T) + P g = 0.   (2)

This is nonlinear because T appears in the coefficient. The Kirchhoff transformation absorbs the coefficient into a new variable, defined by integrating the temperature factor of the conductivity from the base temperature:

u(T) = ∫ from T0 to T of (T0/T′) dT′ = T0 ln(T/T0).   (3)

The variable u has the unit of temperature. It vanishes at T = T0, and for a small rise it equals the rise itself, since ln(1 + ε) ≈ ε gives u ≈ T − T0. Its derivative is

du/dT = T0/T.

By the chain rule,

grad u = (du/dT) grad T = (T0/T) grad T.   (4)

The right side of (4) is the combination that stands in (2). Multiplying by −k0 gives

−k grad T = −k0 grad u.   (5)

The true heat flux is thus the flux that u would drive through a material of temperature-independent conductivity k0. If k0 is a tensor, it multiplies the same vector on both sides, and (5) still holds. Equation (2) becomes

div(k0 grad u) + P g = 0.   (6)

No derivative of k0 was taken, so a spatially varying k0 causes no difficulty.

The boundary conditions must become linear as well. On the sink T = T0, and (3) gives u = 0. On an adiabatic face the normal component of the flux vanishes, and by (5) the normal component of k0 grad u vanishes too. If heat is supplied through a face at a prescribed rate, (5) turns that into the same prescribed flux for u.

At an internal boundary between two regions with different k0, the temperature and the normal flux are continuous when the contact is perfect. The flux carries over by (5). Continuity of T gives continuity of u because u is the same function of T on both sides. This step needs the common factor T0/T, as does (4) wherever the material varies continuously.

### The linear problem and the meaning of R0

Equation (6) with its boundary conditions is the heat problem one would write for a constant conductivity k0, with u in place of the temperature rise. Let φ(r) be its solution for unit power:

div(k0 grad φ) + g = 0, φ = 0 on the sink, no normal flux elsewhere.

Multiplying by P shows that Pφ satisfies (6). To conclude that u = Pφ, we need to know that (6) has no second solution. Suppose there were two, and let v be their difference. The source cancels, so div(k0 grad v) = 0. Multiply by v, integrate over the solid, and use the divergence theorem:

0 = ∫ v div(k0 grad v) dV
  = ∮ v n·(k0 grad v) dS − ∫ grad v·(k0 grad v) dV.

The surface integral vanishes, because v = 0 on the sink and the normal flux is zero on the rest. The remaining integrand is not negative, since k0 is positive definite. Its integral can vanish only if grad v = 0 everywhere. Then v is constant, and the constant is zero because v vanishes on the sink. The solution is unique.

We therefore define the thermal resistance of the junction at the base temperature as

R0 = φ(rj),

where rj is the junction. R0 is the temperature rise per unit power that a linear calculation with k = k0 gives at that point. It is also the limit of the true rise per unit power as P tends to zero, because u then becomes equal to the rise. At the junction

u = P R0.   (7)

R0 is not negative. To see this, let φ₋ equal φ where φ is negative and zero elsewhere. Multiplying the equation for φ by φ₋ and integrating as before gives

∫ grad φ₋·(k0 grad φ₋) dV = ∫ g φ₋ dV.

The left side cannot be negative and the right side cannot be positive, so both vanish. Then φ₋ is constant, and it is zero at the sink, so φ is nowhere negative.

### Inversion

Equations (3) and (7) give

T0 ln(Tj/T0) = P R0.

Divide by T0 and take the exponential:

Tj = T0 exp(P R0/T0).   (8)

The argument also runs backwards. Given the linear solution u, the field T = T0 exp(u/T0) is positive everywhere and satisfies (2) by (5). Since every positive solution T maps to the unique u, the steady temperature field is unique too.

A slab shows the result without the general machinery. Let heat P flow through a slab of area A and thickness h, from the hot face at z = 0 to the sink at z = h. Then

P = −A k0 (T0/T) dT/dz.

Separate the variables and integrate from the hot face to the sink:

P ∫ from 0 to h of dz = −A k0 T0 ∫ from Tj to T0 of dT/T
P h = A k0 T0 ln(Tj/T0).

With R0 = h/(k0 A) this is (8). The general derivation shows that spreading of the heat in two or three dimensions changes R0 and leaves the exponential form alone.

### What the exponential says

Write x = P R0/T0 for the linear rise measured in units of the base temperature. Expanding (8) gives

Tj = T0 (1 + x + x²/2 + x³/6 + ...)
   = T0 + P R0 + (P R0)²/(2T0) + ...   (9)

The first two terms are the constant-conductivity result. The third is the leading effect of heating on the conductivity. Its sign is positive because a warmer crystal needs a steeper temperature gradient to carry the same flux.

The error of the constant-conductivity rise, relative to the true rise, is

(eˣ − 1 − x)/(eˣ − 1).

For small x the numerator is x²/2 + x³/6 and the denominator is x(1 + x/2), to the order needed. Their ratio is

(x/2 + x²/6)(1 − x/2) ≈ x/2 − x²/12.   (10)

At x = 0.2, which means a linear rise of 60 K above 300 K, the linear calculation thus misses about 10 percent of the true rise. This gives the opening decision a measure: if 10 percent of the rise matters and x is 0.2 or more, the correction is needed.

Two different quantities can be called the resistance at finite power. The total rise divided by the power is

(Tj − T0)/P = R0 (eˣ − 1)/x,

while the response to a small change of power follows by differentiating (8):

dTj/dP = T0 (R0/T0) exp(P R0/T0) = R0 Tj/T0.   (11)

The differential resistance grows in proportion to the junction temperature.

Equation (11) matters when the power itself depends on temperature. Suppose that at a fixed electrical bias P depends on the junction temperature with slope P′ = dP/dTj, and that the shape of the heating stays fixed. Let the bias be changed so that the power would rise by δP at unchanged temperature. Then

δTj = (R0 Tj/T0)(δP + P′ δTj).

Collecting the terms in δTj gives

δTj = (R0 Tj/T0) δP / (1 − P′ R0 Tj/T0).

If the device draws less power when hot, P′ is negative and the response is reduced. If P′ is positive, the response diverges when P′ R0 Tj/T0 reaches one. A criterion built on R0 alone would place this limit too high by the factor Tj/T0.

Equation (8) can also be read in reverse. From a known junction temperature at known power,

R0 = (T0/P) ln(Tj/T0).   (12)

Under the assumptions made, data taken at different powers should give the same R0. A drift of this value with power shows that an assumption has failed, though it does not say which one.

### Changing the sink temperature

The product k0 T0 is a property of the material under (1), because k = k0 T0/T must not depend on which reference temperature was chosen. Call it a(r). The heat flux is then

−a (grad T)/T.

If T is multiplied everywhere by a constant, the numerator and the denominator grow alike and the flux does not change. A solution for one sink temperature thus becomes a solution for another, at the same power, by simple scaling. It follows that

Tj/Tsink is independent of Tsink at fixed P.   (13)

The same statement in terms of resistance is that R0 is proportional to the base temperature, since k0 = a/T0. The exponent P R0/T0 stays fixed. When the sink is raised from T0 to Ts, the resistance in the exponent must be raised as well, from R0 to R0 Ts/T0. Keeping the old R0 while changing the temperature under it would break the scaling.

The junction rise is then Tsink(eˣ − 1) with x fixed, so it grows in proportion to the sink temperature. Under (1), a sink that runs 10 percent hotter in absolute temperature adds 10 percent to the rise inside the crystal as well. This scaling is special to the 1/T law. For the transistor of the second half with the steeper exponent 1.4, raising the sink from 300 to 330 K takes the rise from 167 K to 194 K, an increase of 16 percent.

## Second half: limits of the law and a transistor

### What is carried over

The conductivity is k = k0 T0/T, with k0 its value at the base temperature T0, which is also the sink temperature. The Kirchhoff variable u = T0 ln(T/T0) obeys the linear heat equation with conductivity k0. Its value at the junction is P R0, where P is the dissipated power and R0 is the resistance from the linear problem. Hence Tj = T0 exp(x) with x = P R0/T0. The differential resistance is R0 Tj/T0, and at fixed power the ratio of junction to sink temperature does not depend on the sink temperature.

### Averages over a heated region

The law holds point by point. A measurement may instead return the mean temperature of a region. Let angle brackets denote that mean, and let R0 now vary over the region, with u = P R0 at each point. The exponential is a convex function, so it lies above its tangent at ⟨u⟩:

exp(u/T0) ≥ exp(⟨u⟩/T0) [1 + (u − ⟨u⟩)/T0].

On averaging, the last term drops out, and

⟨T⟩ ≥ T0 exp(P⟨R0⟩/T0).   (14)

The next term of the expansion gives the size of the difference for small variations of u. It is Tm⟨(u − ⟨u⟩)²⟩/(2T0²), where Tm is the right side of (14).

For a conductivity proportional to 1/T and a sink at fixed temperature, the junction temperature follows exactly from one linear solution through the exponential law, and applying that law to a region's mean resistance gives a lower bound on its mean temperature. It remains to see how contacts, layers and other exponents change this result, and to apply and test the law on a gallium nitride transistor.
